**T² resistivity from normal collisions: convex against concave Fermi lines**

With impurities dominant, normal electron-electron collisions add a T² resistivity on a two-dimensional Fermi line with a concave part, and none on a strictly convex line with inversion symmetry. The model band is ε = E_F (k/κ₀)² (1 + β cos 4φ)², convex for |β| < 1/15; J is the Fermi-line integral of the squared velocity change, and the T² coefficient is proportional to it. The program asserts that the first-order conductivity formula agrees with a nonlinear collision integral on a small momentum lattice, and that the continuum prefactor agrees with brute-force sampling within four standard errors plus 3%. It also asserts that convex lines have at most two equal chords, that J vanishes for the convex lines with inversion symmetry, and that two parametrizations of J agree within 5% on the concave line. The output gives J = 0 to rounding at β = 0.03 and 0.06, and J = 17.1 at β = 0.20, where δρ/T² stays near 3.3×10³ ohm/eV². At β = 0.03, δρ falls with a local power of T near 3.5, which excludes a T² law over this range but does not establish the estimated T⁴ ln(1/T). A convex threefold line without inversion symmetry gives J ≈ 2, so convexity alone is not enough.

## Program and output

```python
"""
Result under test: in a 2D metal whose resistivity is set by impurities, normal
electron-electron collisions add a T^2 term if the Fermi line has a concave part,
and none if it is strictly convex and symmetric under k -> -k.
Model: energy = k^2 * u(phi)^2, u = 1 + b*cos(n*phi), shape = (n, b).
Units inside the program: hbar = e = 1, energy in E_F, momentum in kappa0.
t = temperature / E_F.  J = angular integral of (velocity change)^2, defined so
that the conductivity change is -(tau*U*t)^2 * J / (96 pi^3).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.stats import qmc

PI = np.pi


def radial_factor(phi, shape):
    return 1 + shape[1] * np.cos(shape[0] * phi)


def energy(k, shape):
    return (k[0]**2 + k[1]**2) * radial_factor(np.arctan2(k[1], k[0]), shape)**2


def velocity(k, shape):
    phi, r = np.arctan2(k[1], k[0]), np.hypot(k[0], k[1])
    u = radial_factor(phi, shape)
    du = -shape[0] * shape[1] * np.sin(shape[0] * phi)
    c, s = np.cos(phi), np.sin(phi)
    return 2 * r * u * np.array([u * c - du * s, u * s + du * c])


def contour(e, phi, shape):
    r = np.sqrt(e) / radial_factor(phi, shape)
    return np.array([r * np.cos(phi), r * np.sin(phi)])


def partners(q, e_start, e_end, shape, m=96):
    """All angles of p with energy(p) = e_start and energy(p+q) = e_end."""
    step = 2 * PI / m
    grid = 0.0123 + step * np.arange(m)

    def miss(row, phi):
        p = contour(e_start[row], phi, shape)
        return energy((p[0] + q[0][row], p[1] + q[1][row]), shape) - e_end[row]

    h = miss(np.arange(q.shape[1])[:, None], grid[None, :])
    right, left = np.roll(h, -1, 1), np.roll(h, 1, 1)
    row, col = np.nonzero(h * right < 0)
    lo, hi = grid[col], grid[col] + step
    # close pairs of roots hidden between grid points: look at the local extremum
    dip = ((h * right > 0) & (h * left > 0)
           & (abs(h) <= abs(right)) & (abs(h) <= abs(left)))
    r2, c2 = np.nonzero(dip)
    a, b, c = left[r2, c2], h[r2, c2], right[r2, c2]
    curve = a - 2 * b + c
    good = curve != 0
    r2, c2, a, b, c, curve = [z[good] for z in (r2, c2, a, b, c, curve)]
    top = grid[c2] + 0.5 * step * (a - c) / curve
    good = miss(r2, top) * b < 0
    r2, c2, top = r2[good], c2[good], top[good]
    row = np.concatenate([row, r2, r2])
    lo = np.concatenate([lo, grid[c2] - step, top])
    hi = np.concatenate([hi, top, grid[c2] + step])
    sign_lo = np.sign(miss(row, lo))
    for _ in range(42):
        mid = 0.5 * (lo + hi)
        same = np.sign(miss(row, mid)) == sign_lo
        lo, hi = np.where(same, mid, lo), np.where(same, hi, mid)
    return row, 0.5 * (lo + hi)


def cross(a, b):
    return abs(a[0] * b[1] - a[1] * b[0])


def collisions(shape, t, log2n=14, aniso=0.0, seed=5):
    """Average over collisions at temperature t (t = 0: all on the Fermi line)."""
    x = np.clip(qmc.Sobol(5, seed=seed).random_base2(log2n).T, 1e-9, 1 - 1e-9)
    count = x.shape[1]
    phi_k, phi_kf = 2 * PI * x[0], 2 * PI * x[1]
    weight, ek, ekf, ep, epf = [np.ones(count) for _ in range(5)]
    if t > 0:
        w = 1.5 * np.log(x[2] / (1 - x[2]))          # transferred energy / t
        weight = (w / 2 / np.sinh(w / 2))**2 * 6 * np.cosh(w / 3)**2 / (2 * PI**2 / 3)
        xk = np.log(np.expm1(x[3] * w) / -np.expm1(-(1 - x[3]) * w))
        xp = np.log(np.expm1(-x[4] * w) / -np.expm1((1 - x[4]) * w))
        ek, ekf, ep, epf = 1 + t * xk, 1 + t * (xk - w), 1 + t * xp, 1 + t * (xp + w)
    k, kf = contour(ek, phi_k, shape), contour(ekf, phi_kf, shape)
    q = k - kf
    row, phi_p = partners(q, ep, epf, shape)
    p = contour(ep[row], phi_p, shape)
    pf = p + q[:, row]

    def path(z):                                     # mean free path, even lifetime
        return velocity(z, shape) * (1 + aniso * np.cos(2 * np.arctan2(z[1], z[0]) - 0.6))

    change = path(k)[:, row] + path(p) - path(kf)[:, row] - path(pf)
    size = np.hypot(*change)
    measure = (2 * PI)**2 * weight / (4 * radial_factor(phi_k, shape)**2
                                      * radial_factor(phi_kf, shape)**2)
    per_root = measure[row] / cross(velocity(p, shape), velocity(pf, shape)) / count
    near = np.minimum(np.hypot(*q[:, row]), np.hypot(*(k[:, row] - pf)))
    near = np.minimum(near, np.hypot(*(k[:, row] + p)))
    return dict(J=np.sum(per_root * size**2 / 2), G=np.sum(per_root),
                largest=size.max(), ratio=np.max(size / np.maximum(near, 1e-300)))


def chord_integral(shape, log2n=15, seed=11):
    """J from a sum over pairs of equal chords, and the numbers of chords found."""
    x = qmc.Sobol(2, seed=seed).random_base2(log2n).T
    q_max = 2 / (1 - abs(shape[1]))
    length, angle = q_max * x[0] + 1e-9, 2 * PI * x[1]
    q = np.array([length * np.cos(angle), length * np.sin(angle)])
    one = np.ones(length.size)
    row, phi = partners(q, one, one, shape)
    p = contour(1.0, phi, shape)
    v0, v1 = velocity(p, shape), velocity(p + q[:, row], shape)
    inv, d = 1 / cross(v0, v1), v1 - v0

    def total(z):
        return np.bincount(row, z, length.size)

    pairs = (total(inv) * total(inv * (d**2).sum(0))
             - total(inv * d[0])**2 - total(inv * d[1])**2)
    return np.mean(pairs * 2 * PI * length * q_max), set(np.bincount(row, minlength=length.size))


def fermi(x):
    return 0.5 * (1 - np.tanh(x / 2))


def line_sums(shape):
    phi = np.arange(2000) * 2 * PI / 2000
    v = velocity(contour(1.0, phi, shape), shape)
    ds_over_v = 2 * PI / 2000 / (2 * radial_factor(phi, shape)**2)
    return np.sum(ds_over_v * v[0]**2) / (2 * PI**2), np.sum(ds_over_v)


CONVEX, CONCAVE, THREEFOLD = (4, 0.03), (4, 0.20), (3, 0.08)

# velocity formula against finite differences of the energy
z = np.array([0.7, 0.4])
step = 1e-5
numeric = [(energy(z + d, CONCAVE) - energy(z - d, CONCAVE)) / (2 * step)
           for d in step * np.eye(2)]
assert np.allclose(numeric, velocity(z, CONCAVE), atol=1e-8)

# first-order conductivity change: nonlinear collision integral on a momentum lattice
gx, gy = [g.ravel() for g in np.meshgrid(np.arange(-3, 4), np.arange(-3, 4), indexing="ij")]
level = np.rint(0.5 * (gx**2 + gy**2) + 0.1 * gx**2 * gy**2)
ns = gx.size
A, B, C = [g.ravel() for g in np.meshgrid(*[np.arange(ns)] * 3, indexing="ij")]
dx, dy = gx[A] + gx[B] - gx[C], gy[A] + gy[B] - gy[C]
inside = (abs(dx) <= 3) & (abs(dy) <= 3)
A, B, C, dx, dy = [g[inside] for g in (A, B, C, dx, dy)]
D = (dx + 3) * 7 + dy + 3
keep = level[A] + level[B] == level[C] + level[D]
A, B, C, D = A[keep], B[keep], C[keep], D[keep]
temp = 3.0
n0 = fermi((level - 4) / temp)
vx, tau = gx * (1 + 0.2 * gy**2), 1 + 0.3 * gx**2 / (1 + gy**2)


def collision_integral(f):
    net = f[A] * f[B] * (1 - f[C]) * (1 - f[D]) - f[C] * f[D] * (1 - f[A]) * (1 - f[B])
    return -np.bincount(A, net, ns)


assert np.max(abs(collision_integral(n0))) < 1e-11
jac = np.array([(collision_integral(n0 + d) - collision_integral(n0 - d)) / 2e-4
                for d in 1e-4 * np.eye(ns)]).T


def lattice_sigma(rate):
    drive = vx * n0 * (1 - n0) / temp
    return -2 * vx @ np.linalg.solve(-np.diag(1 / tau) + rate * jac, drive)


slope = (lattice_sigma(1e-6) - lattice_sigma(-1e-6)) / 2e-6
mfp = tau * vx
jump = mfp[A] + mfp[B] - mfp[C] - mfp[D]
slope_formula = -np.sum(n0[A] * n0[B] * (1 - n0[C]) * (1 - n0[D]) * jump**2) / (2 * temp)
assert slope_formula < 0 and abs(slope / slope_formula - 1) < 1e-4

# thermal factor by a direct triple sum
e = np.arange(-40, 40.01, 0.5)
thermal = sum(np.sum(fermi(e) * (1 - fermi(e - w))) * np.sum(fermi(e) * (1 - fermi(e + w)))
              for w in e) * 0.5**3
assert abs(thermal - 2 * PI**2 / 3) < 1e-8

# impurity conductivity at finite temperature on a plain momentum grid
s_convex, dos_convex = line_sums(CONVEX)
s_concave, dos_concave = line_sums(CONCAVE)
axis = np.arange(-1.7, 1.7001, 0.005)
kk = np.array(np.meshgrid(axis, axis, indexing="ij")) + 1e-7
h = 1e-5
vfd = (energy((kk[0] + h, kk[1]), CONCAVE) - energy((kk[0] - h, kk[1]), CONCAVE)) / (2 * h)
occ = fermi((energy(kk, CONCAVE) - 1) / 0.02)
s_thermal = 2 / (2 * PI)**2 * np.sum(occ * (1 - occ) / 0.02 * vfd**2) * 0.005**2
assert abs(s_thermal / s_concave - 1) < 1e-4

# convex line: exactly two chords, no velocity change, also for an uneven lifetime
shell_convex = collisions(CONVEX, 0.0, aniso=0.5)
J_convex, chords_convex = chord_integral(CONVEX, 14)
assert shell_convex["largest"] < 1e-5
assert chords_convex <= {0, 2} and abs(J_convex) < 1e-6

# concave line: up to six chords, and J by two different parametrizations
J_concave, chords_concave = chord_integral(CONCAVE)
shell_concave = collisions(CONCAVE, 0.0, 15)
assert max(chords_concave) >= 6 and J_concave > 0
assert abs(shell_concave["J"] / J_concave - 1) < 0.05    # sampling error

# threshold of convexity at b = 1/15, and a convex line without inversion symmetry
scan = {b: chord_integral((4, b), 14 if b < 1 / 15 else 15)[0] for b in (0.06, 0.10, 0.15)}
assert abs(scan[0.06]) < 1e-6 and 1e-5 < scan[0.10] < scan[0.15] < J_concave
J_three, chords_three = chord_integral(THREEFOLD, 14)
assert chords_three <= {0, 2} and J_three > 1e-3

# short chords at two points with parallel tangents and opposite curvature


def slopes(phi, shape):
    n, b = shape
    return radial_factor(phi, shape), -n * b * np.sin(n * phi), -n * n * b * np.cos(n * phi)


def curvature(phi, shape):
    u, du, ddu = slopes(phi, shape)
    return (u + ddu) / (1 + (du / u)**2)**1.5


def speed(phi, shape):
    u, du, _ = slopes(phi, shape)
    return 2 * np.hypot(u, du)


def normal_angle(phi):
    u, du, _ = slopes(phi, CONCAVE)
    return phi + np.arctan(du / u)


phi_b = brentq(normal_angle, 0.31, 0.78)
q_short = 0.01
q = np.array([[0.0], [q_short]])
_, roots = partners(q, np.ones(1), np.ones(1), CONCAVE)
p = contour(1.0, roots, CONCAVE)
gain = (velocity(p + q, CONCAVE) - velocity(p, CONCAVE))[1]
at_a = np.argmin(abs(np.exp(1j * roots) - 1))
at_b = np.argmin(abs(np.exp(1j * roots) - np.exp(1j * phi_b)))
change_direct = (gain[at_a] - gain[at_b]) / q_short
kap_a, kap_b = curvature(0.0, CONCAVE), curvature(phi_b, CONCAVE)
change_formula = speed(0.0, CONCAVE) * kap_a - speed(phi_b, CONCAVE) * kap_b
assert len(roots) == 6 and kap_a < 0 < kap_b
assert abs(change_direct / change_formula - 1) < 5e-3    # finite chord length

# finite temperature: J(t) goes to a constant (concave) or to zero (convex)
temps_convex, temps_concave = (0.005, 0.01, 0.02), (0.0025, 0.01, 0.02)
run_convex = {t: collisions(CONVEX, t) for t in temps_convex}
run_concave = {t: collisions(CONCAVE, t) for t in temps_concave}
power = [np.log2(run_convex[2 * t]["J"] / run_convex[t]["J"]) for t in (0.005, 0.01)]
assert all(1.3 < x < 2.4 for x in power)
assert abs(run_concave[0.0025]["J"] / J_concave - 1) < 0.08

# bound on the velocity change by the distance to the three singular places
for shape, runs in ((CONVEX, run_convex), (CONCAVE, run_concave)):
    ring = contour(1.0, np.linspace(0, 2 * PI, 721), shape)
    grad = np.array([(velocity(ring + d[:, None], shape) - velocity(ring - d[:, None], shape))
                     / 2e-5 for d in 1e-5 * np.eye(2)])
    lipschitz = np.linalg.norm(np.moveaxis(grad, 2, 0), 2, axis=(1, 2)).max()
    assert all(r["ratio"] <= 2 * lipschitz * 1.001 for r in runs.values())

# prefactor: brute-force sampling of three momenta with a broadened energy delta
rng = np.random.default_rng(3)
t, width, chunk, parts = 0.02, 0.3 * 0.02, 1000000, []
for _ in range(4):
    en = np.clip(rng.logistic(0, 2, (3, chunk)), -45, 45)
    ang = rng.uniform(0, 2 * PI, (3, chunk))
    k, p, kf = [contour(1 + t * en[i], ang[i], CONCAVE) for i in range(3)]
    pf = k + p - kf
    e_pf = (energy(pf, CONCAVE) - 1) / t
    off = t * (en[0] + en[1] - en[2] - e_pf)
    hit = abs(off) < 5 * width
    k, p, kf, pf, en, ang = [g[:, hit] for g in (k, p, kf, pf, en, ang)]
    dv = sum(s * velocity(g, CONCAVE) for s, g in ((1, k), (1, p), (-1, kf), (-1, pf)))
    val = (dv**2).sum(0) / 2 * np.exp(-off[hit]**2 / (2 * width**2)) / (width * np.sqrt(2 * PI))
    val *= fermi(en[0]) * fermi(en[1]) * fermi(-en[2]) * fermi(-e_pf[hit])
    val *= np.prod(2 * PI * t * 8 * np.cosh(en / 4)**2
                   / (2 * radial_factor(ang, CONCAVE)**2), axis=0)
    full = np.zeros(chunk)
    full[:val.size] = val
    parts.append(full)
samples = np.concatenate(parts) * 2 * PI / (2 * PI)**6 / (2 * t)
brute, brute_err = samples.mean(), samples.std() / np.sqrt(samples.size)
derived = t**2 * run_concave[t]["J"] / (96 * PI**3)
assert brute_err < 0.06 * brute
assert abs(brute - derived) < 4 * brute_err + 0.03 * derived   # noise plus broadening

# worked example
E_F, kappa0, U, gamma_imp = 1.0, 0.5, 20.0, 0.01     # eV, 1/angstrom, eV angstrom^2, eV
u_red = U * kappa0**2 / E_F
ohm = const.hbar / const.e**2
h_e2 = const.h / const.e**2


def delta_rho(J, t, s):
    return ohm * u_red**2 * t**2 * J / (96 * PI**3 * s**2)


t_ex = 0.01
rate_ee = E_F * u_red**2 * t_ex**2 * run_concave[t_ex]["G"] / (12 * PI * dos_concave)
assert rate_ee < 0.3 * gamma_imp
print(f"E_F = {E_F:.1f} eV, kappa0 = {kappa0:.1f} 1/angstrom")
print(f"U = {U:.0f} eV angstrom^2, hbar/tau = {gamma_imp:.2f} eV")
print(f"U times density of states per spin, b=0.20: {u_red * dos_concave / (2 * PI)**2:.2f}")
print(f"convexity threshold b = 1/15 = {1 / 15:.4f}")
print(f"curvature at phi=0, b=0.03: {curvature(0.0, CONVEX) / kappa0:.3f} angstrom")
print(f"curvature at phi=0, b=0.20: {kap_a / kappa0:.3f} angstrom")
print(f"lattice test, d(sigma)/d(rate): direct {slope:.5f}, formula {slope_formula:.5f} (model units)")
print(f"thermal integral / T^3: {thermal:.6f}")
print(f"numbers of equal chords, b=0.03: {sorted(int(c) for c in chords_convex)}")
print(f"numbers of equal chords, b=0.20: {sorted(int(c) for c in chords_concave)}")
print(f"largest on-shell change of mean free path, b=0.03: {shell_convex['largest']:.0e} (reduced)")
print(f"parallel-tangent point, b=0.20: phi = {phi_b:.4f} rad")
print(f"curvature there: {kap_b / kappa0:.3f} angstrom")
print(f"t.dv/q for short chords: direct {change_direct:.3f}, formula {change_formula:.3f} (reduced)")
print("J on the Fermi line (reduced units, sampling error a few percent):")
print(f"  b=0.03: {abs(J_convex):.0e}   b=0.06: {abs(scan[0.06]):.0e}")
print(f"  b=0.10: {scan[0.10]:.2g}   b=0.15: {scan[0.15]:.2g}   b=0.20: {J_concave:.3g}")
print(f"  b=0.20 by the second parametrization: {shell_concave['J']:.3g}")
print(f"  convex threefold line without inversion: {J_three:.2g}")
print(f"brute-force |d sigma|/(tau U)^2 at T=0.02 eV: {brute:.3e} +- {brute_err:.0e} (reduced)")
print(f"  same from the derived formula: {derived:.3e} (reduced)")
print("collision part of resistivity, delta rho and delta rho/T^2:")
for name, runs, s in (("b=0.03", run_convex, s_convex), ("b=0.20", run_concave, s_concave)):
    for t, r in runs.items():
        d = delta_rho(r["J"], t, s)
        print(f"  {name} T={t * E_F:.4f} eV: {d:.2e} ohm, {d / (t * E_F)**2:.3g} ohm/eV^2")
print(f"local powers of T in delta rho, b=0.03: {2 + power[0]:.2f}, {2 + power[1]:.2f}")
A_coef = delta_rho(J_concave, 1.0, s_concave) / E_F**2
print(f"T^2 coefficient, b=0.20, T to 0: {A_coef:.3g} ohm/eV^2 = {A_coef / h_e2:.3g} (h/e^2)/eV^2")
print(f"impurity resistivity, b=0.03: {ohm * gamma_imp / E_F / s_convex:.1f} ohm")
print(f"impurity resistivity, b=0.20: {ohm * gamma_imp / E_F / s_concave:.1f} ohm")
print(f"thermal smearing of impurity conductivity at 0.02 eV: {abs(s_thermal / s_concave - 1):.0e}")
print(f"mean collision rate, b=0.20, T=0.01 eV: {rate_ee:.1e} eV")
print(f"  ratio to impurity rate: {rate_ee / gamma_imp:.2g}")
print("every check passed")
```

Output:

```
E_F = 1.0 eV, kappa0 = 0.5 1/angstrom
U = 20 eV angstrom^2, hbar/tau = 0.01 eV
U times density of states per spin, b=0.20: 0.42
convexity threshold b = 1/15 = 0.0667
curvature at phi=0, b=0.03: 1.100 angstrom
curvature at phi=0, b=0.20: -4.000 angstrom
lattice test, d(sigma)/d(rate): direct -120.01099, formula -120.01099 (model units)
thermal integral / T^3: 6.579736
numbers of equal chords, b=0.03: [0, 2]
numbers of equal chords, b=0.20: [0, 2, 4, 6]
largest on-shell change of mean free path, b=0.03: 2e-14 (reduced)
parallel-tangent point, b=0.20: phi = 0.5865 rad
curvature there: 3.582 angstrom
t.dv/q for short chords: direct -8.497, formula -8.498 (reduced)
J on the Fermi line (reduced units, sampling error a few percent):
  b=0.03: 1e-15   b=0.06: 3e-15
  b=0.10: 1   b=0.15: 6.5   b=0.20: 17.1
  b=0.20 by the second parametrization: 17.2
  convex threefold line without inversion: 2
brute-force |d sigma|/(tau U)^2 at T=0.02 eV: 2.323e-06 +- 4e-08 (reduced)
  same from the derived formula: 2.266e-06 (reduced)
collision part of resistivity, delta rho and delta rho/T^2:
  b=0.03 T=0.0050 eV: 2.07e-05 ohm, 0.83 ohm/eV^2
  b=0.03 T=0.0100 eV: 2.42e-04 ohm, 2.42 ohm/eV^2
  b=0.03 T=0.0200 eV: 2.79e-03 ohm, 6.98 ohm/eV^2
  b=0.20 T=0.0025 eV: 2.13e-02 ohm, 3.4e+03 ohm/eV^2
  b=0.20 T=0.0100 eV: 3.40e-01 ohm, 3.4e+03 ohm/eV^2
  b=0.20 T=0.0200 eV: 1.30e+00 ohm, 3.25e+03 ohm/eV^2
local powers of T in delta rho, b=0.03: 3.55, 3.53
T^2 coefficient, b=0.20, T to 0: 3.3e+03 ohm/eV^2 = 0.128 (h/e^2)/eV^2
impurity resistivity, b=0.03: 128.1 ohm
impurity resistivity, b=0.20: 97.0 ohm
thermal smearing of impurity conductivity at 0.02 eV: 5e-11
mean collision rate, b=0.20, T=0.01 eV: 5.5e-04 eV
  ratio to impurity rate: 0.055
every check passed
```
